# Why a silver superlens cannot amplify deeply evanescent s-polarized harmonics

When the image behind a silver superlens is calculated, one must decide whether a single transfer function can serve both polarizations. It cannot. A factor that amplifies p-polarized evanescent harmonics gives s-polarized ones a gain that a silver film does not provide. For the 35 nm silver film treated below, the two amplitudes differ by a factor of about 89 at a grating period of 120 nm. The same fact bears on how the mask should be illuminated.

## What is being transmitted

The film occupies $0<z<d$ and has relative permittivity $\varepsilon_2$. The media on both sides are lossless, with the same permittivity $\varepsilon_1>0$. All relative permeabilities are 1. Fields vary as $e^{iqx-i\omega t}$, so absorption means $\mathrm{Im}\,\varepsilon_2\ge0$. Let $k_0=\omega/c=2\pi/\lambda$. A harmonic with $q>\sqrt{\varepsilon_1}\,k_0$ is evanescent outside the film. At normal incidence, a mask of period $\Lambda<\lambda/\sqrt{\varepsilon_1}$ produces its first such harmonic at $q=2\pi/\Lambda$.

In s polarization the electric field is $E(z)$ along $y$, parallel to the film and perpendicular to the direction of variation $x$. Faraday's law, $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$, gives

$$H_x=\frac{i}{\omega\mu_0}E',\qquad H_z=\frac{q}{\omega\mu_0}E .$$

The $y$ component of Ampère's law is $H_x'-iqH_z=-i\omega\varepsilon_0\varepsilon E$. Inserting the two magnetic components and multiplying by $\omega\mu_0/i$ gives

$$E''=\kappa_i^2E,\qquad \kappa_i^2=q^2-\varepsilon_i k_0^2, \tag{1}$$

where the root with positive real part is taken.

Tangential $E$ and $H_x$ are continuous at each face. Since $H_x\propto E'$ with the same coefficient everywhere, both $E$ and $E'$ are continuous. The permittivity does not enter the matching conditions. It appears only in the term $\varepsilon_i k_0^2$ of equation (1), which must compete with $q^2$.

This is the origin of the failure. The electric field has no component normal to a face, so it deposits no surface charge there. At fixed thickness and permittivity, as $q\to\infty$, the equation becomes $E''=q^2E$ on both sides of a face that imposes no jump, and the field decays as if the film were absent.

## The slab transmission

Let the incident field have unit amplitude at $z=0$, and let $t_s$ be the transmitted field at $z=d$. Amplification means $|t_s|>1$. Beyond the film the field decays as $e^{-\kappa_1(z-d)}$, so $E(d)=t_s$ and $E'(d)=-\kappa_1t_s$. The solution of (1) inside the film with these end values is

$$E(z)=t_s\left[\cosh\kappa_2(d-z)+\frac{\kappa_1}{\kappa_2}\sinh\kappa_2(d-z)\right].$$

In front of the film, $E=e^{-\kappa_1z}+Re^{\kappa_1z}$. Therefore $E(0)=1+R$ and $E'(0)/\kappa_1=-1+R$, and subtraction isolates the incident part:

$$1=\tfrac12\left[E(0)-\frac{E'(0)}{\kappa_1}\right]. \tag{2}$$

The film solution gives $E'(0)=-t_s[\kappa_2\sinh\kappa_2d+\kappa_1\cosh\kappa_2d]$, hence

$$\frac1{t_s}=\cosh\kappa_2d+\frac12\left(\frac{\kappa_1}{\kappa_2}+\frac{\kappa_2}{\kappa_1}\right)\sinh\kappa_2d. \tag{3}$$

Writing the hyperbolic functions as exponentials, the coefficient of $e^{\kappa_2d}$ is $(\kappa_1+\kappa_2)^2/(4\kappa_1\kappa_2)$, and that of $e^{-\kappa_2d}$ is $-(\kappa_1-\kappa_2)^2/(4\kappa_1\kappa_2)$. With the reflection coefficient of one face, $r_s=(\kappa_1-\kappa_2)/(\kappa_1+\kappa_2)$, and the identity $1-r_s^2=4\kappa_1\kappa_2/(\kappa_1+\kappa_2)^2$, this becomes

$$t_s=\frac{(1-r_s^2)e^{-\kappa_2d}}{1-r_s^2e^{-2\kappa_2d}}. \tag{4}$$

Multiplying numerator and denominator of $r_s$ by $\kappa_1+\kappa_2$, and using $\kappa_1^2-\kappa_2^2=(\varepsilon_2-\varepsilon_1)k_0^2$, gives

$$r_s=\frac{(\varepsilon_2-\varepsilon_1)k_0^2}{(\kappa_1+\kappa_2)^2}\longrightarrow\frac{(\varepsilon_2-\varepsilon_1)k_0^2}{4q^2}. \tag{5}$$

The reflection therefore vanishes as $q^{-2}$, and its effect on (4) is of order $q^{-4}$. The decay constant expands as $\kappa_2=q-\varepsilon_2k_0^2/(2q)+O(q^{-3})$. Thus, at fixed finite $\varepsilon_2$ and $d$,

$$t_se^{qd}=1+\frac{\varepsilon_2k_0^2d}{2q}+O(q^{-2}). \tag{6}$$

The limit is $e^{-qd}$ for any finite permittivity, but the value of $q$ needed to reach it depends on that permittivity. If the correction in (6) is to have magnitude $\delta$, the period must be

$$\Lambda=\frac{4\pi\delta}{|\varepsilon_2|k_0^2d}=\frac{\delta\lambda^2}{\pi|\varepsilon_2|d}. \tag{7}$$

The limits cannot be interchanged. If $\varepsilon_2\to-\infty$ at fixed $q$, then $\kappa_2\to\infty$ and the transmission goes to zero instead of $e^{-qd}$.

## Why no resonance builds up

The film can also be viewed as a sheet of induced currents in the outer medium. Equation (1) inside the film is $E''-\kappa_1^2E=-k_0^2(\varepsilon_2-\varepsilon_1)E$. The function $G=e^{-\kappa_1|z-z'|}/(2\kappa_1)$ has a slope jump of $-1$ at $z=z'$, so $G''-\kappa_1^2G=-\delta(z-z')$. The total field is therefore

$$E(z)=e^{-\kappa_1z}+k_0^2(\varepsilon_2-\varepsilon_1)\int_0^dG(z,z')E(z')\,dz'. \tag{8}$$

The integral is the field returned by the induced currents. Since $\int_{-\infty}^{\infty}G\,dz'=1/\kappa_1^2$, its contribution is at most $\eta$ times the largest field in the film, with

$$\eta=\frac{k_0^2|\varepsilon_2-\varepsilon_1|}{\kappa_1^2}. \tag{9}$$

If $\eta<1$, a field cannot sustain itself without an incident wave. For large $q$, $\eta$ falls as $q^{-2}$: neighbouring stripes of current alternate in sign ever more closely, and their fields cancel.

## A bound that includes loss

The limit (6) does not by itself exclude gain at moderate $q$. A stronger result does so whenever $\mathrm{Re}\,\varepsilon_2\,k_0^2<q^2$. Define

$$K=\sqrt{q^2-\mathrm{Re}\,\varepsilon_2\,k_0^2},\qquad u=|E|,\qquad s=d-z .$$

Subscripts $s$ on $E$, $u$, $v$ and $w$ denote derivatives with respect to this backward distance. Differentiating $u^2=E^*E$ twice and using (1) gives

$$u_s^2+uu_{ss}=|E_s|^2+K^2u^2 .$$

Because $uu_s=\mathrm{Re}(E^*E_s)$, we have $|u_s|\le|E_s|$, and so $u_{ss}\ge K^2u$. At the exit, $u=|t_s|$ and $u_s=\kappa_1|t_s|>0$. Going backward, $u$ grows and never reaches zero, so the division by $u$ was allowed.

Compare $u$ with the function

$$v=|t_s|\left[\cosh Ks+\frac{\kappa_1}{K}\sinh Ks\right],$$

which satisfies $v_{ss}=K^2v$ and has the same exit value and slope. The difference $w=u-v$ starts with zero value and slope and obeys $w_{ss}\ge K^2w$. For $g=w_s+Kw$ this means $g_s-Kg\ge0$, or $(ge^{-Ks})_s\ge0$, so $g\ge0$. Then $(we^{Ks})_s=ge^{Ks}\ge0$, so $w\ge0$. It follows that $w_{ss}\ge0$ and $w_s\ge0$. Both $u$ and its backward slope are at least as large as those of $v$.

At the entrance, (2) reads $1=\frac12|E+E_s/\kappa_1|$. The modulus of a complex number is at least its component along $E$, so

$$1\ge\frac12\left(u+\frac{u_s}{\kappa_1}\right)\ge\frac12\left(v+\frac{v_s}{\kappa_1}\right).$$

Inserting $v$ at $s=d$ gives

$$1\ge|t_s|\left[\cosh Kd+\frac12\left(\frac K{\kappa_1}+\frac{\kappa_1}K\right)\sinh Kd\right]\ge|t_s|e^{Kd}.$$

The last step uses $\frac12(a+1/a)\ge1$ for positive $a$. Hence

$$|t_s|\le e^{-Kd}. \tag{10}$$

For silver with $\mathrm{Re}\,\varepsilon_2<0$, $K>q$, and $|t_s|<e^{-qd}$ for every evanescent harmonic in this geometry. Since also $K>\kappa_1$, the film transmits less than an equal thickness of the surrounding medium.

The bound was tested by integrating Maxwell's equations for 150 random slabs with $q/k_0$ from 1.6 to 6, thicknesses from 5 to 80 nm, $\mathrm{Re}\,\varepsilon_2$ from $-20$ to $0.95(q/k_0)^2$ and $\mathrm{Im}\,\varepsilon_2$ up to 15. The largest value of $|t_s|e^{Kd}$ was 0.998.

A high-index dielectric can escape the bound when $q<\sqrt{\mathrm{Re}\,\varepsilon_2}\,k_0$, where the field oscillates inside it and guided modes exist. For a lossless 35 nm slab with $\varepsilon_2=12$, a scan in $q$ finds an s peak with $|t_s|>1$ at $q/k_0=2.54$, below the index 3.46. The peak is a guided mode, at which the lossless $t_s$ diverges. For $q/k_0$ above 3.46 every scanned harmonic is attenuated.

## What p polarization has instead

In p polarization the magnetic field is $H(z)$ along $y$. Ampère's law gives

$$E_x=\frac{H'}{i\omega\varepsilon_0\varepsilon},\qquad E_z=-\frac{qH}{\omega\varepsilon_0\varepsilon}.$$

Now $H$ and $H'/\varepsilon$ are continuous. The normal field $E_z$ jumps, leaving a surface charge density

$$\sigma=\varepsilon_0(E_{z,2}-E_{z,1})=-\frac{qH}{\omega}\left(\frac1{\varepsilon_2}-\frac1{\varepsilon_1}\right)$$

on the entrance face. The wave equation is still $H''=\kappa_i^2H$, but the matching uses $\kappa_i/\varepsilon_i$ in place of $\kappa_i$. Equation (4) therefore holds for $t_p$ with

$$r_p=\frac{\varepsilon_2\kappa_1-\varepsilon_1\kappa_2}{\varepsilon_2\kappa_1+\varepsilon_1\kappa_2}\longrightarrow\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_2+\varepsilon_1}. \tag{11}$$

This limit does not vanish, and it has a pole at $\varepsilon_2=-\varepsilon_1$, the electrostatic surface-charge resonance. In the lossless static limit, letting $|r_p|\to\infty$ in (4) gives $t_p\to e^{qd}$.

With loss, $r_p$ stays finite. Once $|r_p|^2e^{-2qd}\ll1$, the transmission is $t_p\approx(1-r_p^2)e^{-qd}$. Very deep p harmonics are thus attenuated too, but with a local permittivity near $-\varepsilon_1$ they keep a large prefactor.

The magnetic counterpart confirms the role of the matching condition. If the film had permeability $\mu_2$, the continuous quantity in s polarization would be $E'/\mu$, and the large-$q$ reflection would be $(\mu_2-1)/(\mu_2+1)$, with a pole at $\mu_2=-1$. Keeping the silver permittivity of the example below and setting $\mu_2=-1$ raises $|t_s|$ at 120 nm period from 0.126 to 4.83. This substitution also changes $\kappa_2$, since $\kappa_2^2=q^2-\varepsilon_2\mu_2k_0^2$.

## How large the difference is

Take $\lambda=365$ nm, $d=35$ nm, $\varepsilon_2=-2.4+0.25i$ and $\varepsilon_1=2.4$, rough values for silver in a polymer. Here $k_0=0.01721$ nm$^{-1}$. A period of 120 nm gives $q=0.05236$ nm$^{-1}$, $\kappa_1=0.04506$ nm$^{-1}$ and $\mathrm{Re}\,\kappa_2=0.05876$ nm$^{-1}$.

With the real parts alone, $r_s\approx(0.04506-0.05876)/0.10382=-0.132$, so $r_s^2\approx0.017$. The film decay is $e^{-0.05876\times35}=0.128$, and (4) gives

$$|t_s|\approx\frac{(1-0.017)\times0.128}{1-0.017\times0.128^2}\approx0.126 .$$

The same thickness of polymer would transmit $e^{-\kappa_1d}=0.207$. At fixed thickness, silver therefore costs this s harmonic about 39% of its amplitude.

| Period (nm) | $e^{-qd}$ | $\lvert t_s\rvert$ | $\lvert t_s\rvert e^{qd}$ | $\lvert t_p\rvert$ |
|---|---|---|---|---|
| 120 | 0.160 | 0.126 | 0.79 | 11.2 |
| 60 | 0.0256 | 0.0227 | 0.89 | 6.2 |
| 30 | $6.6\times10^{-4}$ | $6.2\times10^{-4}$ | 0.94 | 0.23 |
| 10 | $2.8\times10^{-10}$ | $2.8\times10^{-10}$ | 0.98 | $1.0\times10^{-7}$ |

The fourth column approaches 1 from below because $\mathrm{Re}\,\varepsilon_2<0$ in (6). The first-order estimates are 0.76, 0.88, 0.94 and 0.98. By (7), the correction reaches 0.1 at a period of about 50 nm. The feedback bound $\eta$ falls from 0.70 at 120 nm to 0.004 at 10 nm.

The p value at 120 nm exceeds even $e^{qd}=6.25$. Inserting the complex $\kappa_2$ in (11) gives $|r_p|^2\approx53$, so the round-trip term $r_p^2e^{-2\kappa_2d}$ has magnitude about 0.86. Its phase leaves a denominator of magnitude about 0.6 in (4): the harmonic lies near a coupled surface resonance of the film.

With the local permittivity used here, the static limit at short periods gives $|1-r_p^2|=371$. At 30 nm this predicts $371\times6.55\times10^{-4}=0.24$, close to the full value 0.23. Setting $371e^{-qd}=1$ puts the end of p amplification near a period of 37 nm in this estimate; the full formula (4) with (11) gives 38 nm.

## Real films

The wavelength and thickness lie in the regime of silver superlens exposures with the mercury i-line. Real stacks break the assumption of equal outer media, and their films are rough. The following changes are made one at a time at 120 nm period, starting from $|t_s|=0.126$ and $|t_p|=11.2$.

- A resist with $\varepsilon=2.9$ at the exit gives 0.128 for s and 6.8 for p, the latter as a ratio of magnetic fields.
- Changing $\mathrm{Re}\,\varepsilon_2$ to $-2.0$ gives 0.131 and 4.0.
- A film 2 nm thicker gives 0.112 and 9.8.
- Electron scattering at the film surfaces, estimated as an addition of 0.054 to $\mathrm{Im}\,\varepsilon_2$, leaves s at 0.126 and lowers p to 9.2.
- A lossier silver, with $\mathrm{Im}\,\varepsilon_2=0.6$, leaves s at 0.126 and lowers p to 4.6.

The thicker film lowers both amplitudes by similar fractions, 11% for s and 12% for p. The other four changes alter s by at most 4% but lower p by 18% to 64%, because the p gain relies on a resonance. Repeated reflection between film and mask shows the same contrast. For a 40 nm polymer gap and an assumed mask reflection of unit magnitude, one round trip returns 0.0035 of the s amplitude but 0.33 of the p amplitude. A p image therefore needs a calculation that includes the mask.

The s value at 10 nm period is that of the local model. Electrons that cross the film without scattering can carry a field through it that exceeds the local $2.8\times10^{-10}$, though it remains far below 1. A free-electron model with specular surfaces and a mean free path of 15 to 53 nm gives $0.7$ to $2.6\times10^{-9}$, above $e^{-qd}$. The limit (6) and the bound (10) are therefore statements about a local permittivity. At 30 nm and 120 nm period the same model leaves $|t_s|$ unchanged in the digits shown. Silver's weak diamagnetism, with susceptibility about $-2.4\times10^{-5}$, taken at its static value, changes $r_s$ by $1.2\times10^{-5}$ at 10 nm period and by $1.0\times10^{-5}$ at 120 nm. Neither restores s gain. The p amplitudes at periods of 60 nm and below are less secure: they depend on the small sum $\varepsilon_2+\varepsilon_1$, so a nonlocal response can change them substantially. A hydrodynamic estimate with $\hbar\omega_p=9.0$ eV and $v_F=1.4\times10^6$ m/s gives about 7.7, 0.15 and $1.3\times10^{-8}$ at 60, 30 and 10 nm. At 120 nm it raises $|t_p|$ by only 2% to 3%, to 11.4–11.5, and the p-to-s ratio from 89 to about 91. The tabulated p values there are those of the local model. Roughness can convert one polarization into the other and is not sized here; a measured s signal above the bound could have that origin.

## What to do about it

To use the film's amplification for a line grating with incidence in the plane perpendicular to the lines, direct the electric field across the lines. The harmonics are then p-polarized. This choice favours evanescent amplitude, not necessarily intensity contrast, which must be calculated separately. Light polarized along the lines supplies s harmonics, which this film attenuates at every evanescent period.

For a two-dimensional pattern, split the tangential electric field of each harmonic into parts along and across its own lateral wavevector. The part along it belongs to p, the part across it to s, and each needs its own transfer function. If the outer media differ, $t_p$ must first be converted from a ratio of magnetic fields to a ratio of tangential electric fields. One linear polarization at the mask can therefore favour features of one orientation. Final contrast also depends on the amplitudes launched by the mask and on the propagating orders, which the slab coefficients do not supply. In a p image the normal field matters too. For two equal harmonics at $\pm q$ alone, $|E_x|\propto\kappa_1|\cos qx|$ and $|E_z|\propto q|\sin qx|$, so the maxima of one fill the zeros of the other. The contrast of the total electric intensity is then $(q^2-\kappa_1^2)/(q^2+\kappa_1^2)$, only 0.15 at 120 nm period, whereas s harmonics would give 1. A strong p amplitude therefore does not by itself guarantee a sharp intensity pattern.

If s harmonics must be used, reduce the total distance between mask and resist. Between equal outer media, replacing silver by polymer of equal thickness helps, but does not amplify. A nonmagnetic dielectric film in equal outer media needs at least $\mathrm{Re}\,\varepsilon_2>(q/k_0)^2$, which is 9.3 at 120 nm period and 37 at 60 nm for this wavelength. That condition is necessary but not sufficient: equation (3) must still give $|t_s|>1$ for the chosen thickness and absorption.

The bound also serves as a diagnostic. If a calculation with a local permittivity for a flat, nonmagnetic film with $\mathrm{Re}\,\varepsilon_2<0$ between equal lossless media gives $|t_s|>e^{-qd}$ for an evanescent harmonic, look for an error in the polarization labels, the matching conditions or the reference planes. The numerical output below gives magnitudes at four periods for such a comparison.

## Values computed for the example and the checks

```
wavelength 365 nm, k0 = 0.01721 1/nm
silver thickness 35 nm, eps2 = -2.40+0.25j, eps1 = 2.4
evanescent in polymer above q = 0.02667 1/nm
period 120 nm: q = 0.05236 1/nm, q d = 1.833
  kappa1 = 0.04506, Re kappa2 = 0.05876 1/nm
  exp(-qd) = 1.6000e-01, |t_s| = 1.2568e-01, |t_p| = 1.1182e+01
  |t_s|exp(qd) = 0.7855, first order 0.7627
  feedback bound = 0.7015, |t_p|/|t_s| = 89.0
period 60 nm: q = 0.10472 1/nm, q d = 3.665
  kappa1 = 0.10127, Re kappa2 = 0.10806 1/nm
  exp(-qd) = 2.5599e-02, |t_s| = 2.2749e-02, |t_p| = 6.1847e+00
  |t_s|exp(qd) = 0.8886, first order 0.8812
  feedback bound = 0.1389, |t_p|/|t_s| = 271.9
period 30 nm: q = 0.20944 1/nm, q d = 7.330
  kappa1 = 0.20773, Re kappa2 = 0.21113 1/nm
  exp(-qd) = 6.5532e-04, |t_s| = 6.1762e-04, |t_p| = 2.3068e-01
  |t_s|exp(qd) = 0.9425, first order 0.9406
  feedback bound = 0.0330, |t_p|/|t_s| = 373.5
period 10 nm: q = 0.62832 1/nm, q d = 21.991
  kappa1 = 0.62775, Re kappa2 = 0.62888 1/nm
  exp(-qd) = 2.8143e-10, |t_s| = 2.7591e-10, |t_p| = 1.0260e-07
  |t_s|exp(qd) = 0.9804, first order 0.9802
  feedback bound = 0.0036, |t_p|/|t_s| = 371.9
polymer instead of silver, 120 nm: t = 0.2066
bound exp(-K d), 120 nm: 0.1279
random slabs: largest |t_s|exp(K d) = 0.9979
10 nm: |r_s| = 9.020e-04, limit 9.020e-04
10 nm: |r_p| = 19.26, limit 19.23
static p prefactor |1-r_p^2| = 370.6
silver eps2 but mu = -1, 120 nm: |t_s| = 4.833
dielectric eps = 12: s peak at q/k0 = 2.542, n2 = 3.464
first-order correction is 0.1 at period 50.2 nm
neglected effects at 120 nm: new |t_s|, new |t_p|
  exit resist eps 2.9 (p: H ratio): 0.1277, 6.784
  silver eps -2.00+0.25j: 0.1305, 3.992
  film thicker by 2 nm: 0.1117, 9.817
  surface scattering, Im eps +0.054: 0.1257, 9.178
  mask echo, 40 nm gap, unit mask reflection: s 0.0035, p 0.326
10 nm: (q vF/omega)^2 = 0.0291, eps shift 0.041, t_s shift 3.4e-04
10 nm: diamagnetism -2.4e-05 changes r_s by 1.2e-05
```
